# Why a uniform ferroelectric layer can polarize at zero displacement

**Question.** A ferroelectric layer carries no free charge and its displacement $D$ is held at zero. Any polarization along its normal then creates a full depolarizing field, which pushes the polarization back. Why can the layer polarize spontaneously all the same, and what must its Landau coefficient and background permittivity satisfy?

**The mechanism**

Zero displacement does not mean zero polarization. It means that the total polarization $P_{\rm tot}$ and the vacuum term cancel, $\varepsilon_0E+P_{\rm tot}=0$. A polarized state is allowed if it carries a field, and the question is whether that field costs more energy than the ferroelectric gains.

Consider a uniaxial layer, uniform in all directions, with every vector along its normal. Let $P$ be the polarization of the soft mode, the lattice distortion responsible for ferroelectricity. In mean-field theory its free energy per volume, at a given temperature, is

$$f(P)=\frac a2P^2+\frac b4P^4,\qquad a<0,\quad b>0 .$$

At zero field this is lowest at $P=\pm P_s$, with $P_s=\sqrt{|a|/b}$. Everything else that polarizes, mainly the electrons, is taken as linear: it contributes $p=(\varepsilon_b-\varepsilon_0)E$, where $\varepsilon_b=\kappa_b\varepsilon_0$ is the background permittivity. The coefficient $a$ and the permittivity $\varepsilon_b$ belong together, since both depend on what is counted as the soft mode.

At fixed $D$ no source does electrical work, because that work is $E\,dD$ per volume. At fixed temperature the quantity to be minimized is therefore the Helmholtz free energy, called simply the energy here,

$$W=f(P)+\frac{p^2}{2(\varepsilon_b-\varepsilon_0)}+\frac{(D-P-p)^2}{2\varepsilon_0}.$$

The last term is the vacuum field energy $\varepsilon_0E^2/2$, since $\varepsilon_0E=D-P-p$. Setting $\partial W/\partial p=0$ gives

$$\frac{p}{\varepsilon_b-\varepsilon_0}=\frac{D-P-p}{\varepsilon_0}=E ,$$

which is the assumed linear response. Hence $D-P=\varepsilon_0E+p=\varepsilon_bE$. The two electrical terms add up to

$$\frac{(\varepsilon_b-\varepsilon_0)E^2}{2}+\frac{\varepsilon_0E^2}{2}=\frac{\varepsilon_bE^2}{2}=\frac{(D-P)^2}{2\varepsilon_b}.$$

At $D=0$ the field is $E=-P/\varepsilon_b$ and its cost is $P^2/(2\varepsilon_b)$. This cost is finite, and it is quadratic in $P$, like the energy gained from the negative Landau term. The background reduces it by polarizing against the soft mode. If the gain $|a|P^2/2$ exceeds the cost, even a small polarization lowers the energy and grows.

The same balance can be read as forces. A small $P$ is driven outward by $|a|P$ and pulled back by the depolarizing field $P/\varepsilon_b$. Both are proportional to $P$, so their ratio alone decides.

**The formula**

At $D=0$ the energy is

$$U(P)=\frac12\left(a+\frac1{\varepsilon_b}\right)P^2+\frac b4P^4 .$$

Write $A=a+1/\varepsilon_b$ and $r=|a|\varepsilon_b$, so that $A=(1-r)/\varepsilon_b$. For $r<1$ both terms are positive and $P=0$ is the only minimum. For $r>1$ the curvature at $P=0$ is negative, so that state is unstable. The condition $U'(P)=P(A+bP^2)=0$ then gives

$$P^2=-\frac Ab=\frac{|a|-1/\varepsilon_b}{b}=P_s^2\left(1-\frac1r\right).$$

The curvature there is $A+3bP^2=-2A>0$, so both signs of $P$ are minima. Inserting $P^2=-A/b$ into $U$ gives

$$U=-\frac{A^2}{2b}+\frac{A^2}{4b}=-\frac{A^2}{4b}.$$

Just above the threshold $P$ rises from zero as $P_s\sqrt{r-1}$; for large $r$ it approaches $P_s$. The total polarization is smaller, because the background opposes the soft mode:

$$P_{\rm tot}=P+p=-\varepsilon_0E=\frac{\varepsilon_0}{\varepsilon_b}P=\frac{P}{\kappa_b}.$$

If $a=a_0(T-T_0)$ with constant $a_0$ and $\varepsilon_b$, the threshold $a=-1/\varepsilon_b$ lies at $T=T_0-1/(a_0\varepsilon_b)$. Holding $D=0$ thus lowers the transition temperature of the uniform layer by $1/(a_0\varepsilon_b)$. If this shift exceeds $T_0$, no transition remains.

**What this means for negative capacitance**

In equilibrium $E=aP+bP^3$ and $D=\varepsilon_bE+P$. The differential permittivity is therefore

$$\varepsilon=\frac{dD}{dE}=\varepsilon_b+\frac{1}{a+3bP^2}.$$

At $P=0$ this is $\varepsilon=\varepsilon_b+1/a=\varepsilon_b(1-1/r)$. For $r<1$ it is negative, and the state is stable against uniform changes at fixed $D$: this is the usual negative-capacitance state. For $r>1$ the expression is positive, but it belongs to an unstable state.

On the polarized branch $bP^2=(r-1)/\varepsilon_b$, so $a+3bP^2=(2r-3)/\varepsilon_b$ and

$$\varepsilon=\varepsilon_b\left(1+\frac1{2r-3}\right)=\varepsilon_b\,\frac{2r-2}{2r-3}.$$

For $1<r<3/2$ the polarized layer still has negative permittivity at $D=0$. Beyond $r=3/2$ it is positive. Numerical minimization of $W$ over both $P$ and $p$, with $\kappa_b=20$, gives $P/P_s=0.447$ and $\varepsilon/\varepsilon_b=-1.00$ at $r=1.25$, and $0.707$ and $2.00$ at $r=2$, as the formulas require.

With $r>1$, a sufficiently small $D$ no longer fixes the state. Equating the two expressions for the field, $(D-P)/\varepsilon_b=aP+bP^3$, gives

$$\frac D{\varepsilon_b}=AP+bP^3 .$$

The right-hand side has turning points at $P^2=|A|/(3b)$, where its magnitude is $\tfrac23|A|\sqrt{|A|/(3b)}$. Two uniform states, each stable against uniform changes, therefore exist for

$$|D|<D_c=\frac{2\,\varepsilon_b|A|^{3/2}}{3\sqrt3\,\sqrt b}.$$

Can a dielectric in series restore the unpolarized state? Let the ferroelectric have thickness $t_f$ and the dielectric thickness $t_d$ and positive permittivity $\varepsilon_d$, with zero total voltage. With $k=\varepsilon_dt_f/t_d$, the electrical energy per ferroelectric volume is

$$\frac{(D-P)^2}{2\varepsilon_b}+\frac{D^2}{2k}.$$

Its minimum over $D$ lies at $D=kP/(\varepsilon_b+k)$, so that $D-P=-\varepsilon_bP/(\varepsilon_b+k)$. Substitution gives

$$\frac{(\varepsilon_b+k)P^2}{2(\varepsilon_b+k)^2}=\frac{P^2}{2(\varepsilon_b+k)}.$$

The unpolarized state is now lost at $|a|=1/(\varepsilon_b+k)$, which is below $1/\varepsilon_b$. A thicker dielectric makes $k$ smaller and approaches the case $D=0$ from below. If $P=0$ is unstable at $D=0$, no linear series dielectric with $\varepsilon_d>0$ can stabilize it.

**When the condition changes**

The threshold $r=1$ is both necessary and sufficient for a polarized minimum because $b>0$. A first-order ferroelectric has $b<0$ and a stabilizing term $cP^6/6$ with $c>0$. A polarized minimum is level with $P=0$ when, for $x=P^2>0$, both $U$ and its derivative vanish:

$$\frac A2+\frac{bx}4+\frac{cx^2}6=0,\qquad A+bx+cx^2=0 .$$

Subtracting twice the first from the second leaves $bx/2+2cx^2/3=0$, so $x=3|b|/(4c)$. The second equation then gives

$$A=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}.$$

For smaller $A$ the polarized state is lowest, even while $A$ is still positive, that is, $a>-1/\varepsilon_b$. The unpolarized state is then metastable and must be driven over a barrier. For such a layer $a<-1/\varepsilon_b$ is sufficient for spontaneous polarization, but not necessary for a polarized ground state.

The other restriction is uniformity. In a wide layer between insulators the absence of free charge fixes the lateral average of $D$, while $D$ may vary from place to place. Take stripes $P=P_0\cos qx$ in a layer of thickness $t$, embedded in an insulator of the same permittivity $\varepsilon_b$. The faces carry bound charges $\pm P_0\cos qx$. One such sheet produces the potential $P_0\cos(qx)\,e^{-q|z|}/(2\varepsilon_bq)$ at distance $|z|$. With both sheets, the potential at the faces is

$$\pm\frac{P_0\cos(qx)\,(1-e^{-qt})}{2\varepsilon_bq}.$$

Half the charge times the potential, averaged over $x$, summed over the faces and divided by $t$, gives the energy density $KP_0^2/4$ with

$$K=\frac{1-e^{-qt}}{\varepsilon_b\,qt}.$$

This is below the uniform value $1/\varepsilon_b$, because opposite charges lie side by side. A gradient energy $\tfrac G2(\partial P/\partial x)^2$ adds $Gq^2$ to $K$. The stripe coefficient is thus $a_q=a+Gq^2+K$. For $qt\gg1$ the cost $Gq^2+1/(\varepsilon_bqt)$ is least at $q^3=1/(2G\varepsilon_bt)$, where it equals $3Gq^2$ and falls as $t^{-2/3}$. This law holds only for stripes uniform through the thickness. In a thick layer a stripe that fades toward the faces, roughly $P_0\cos(\pi z/t)\cos qx$ with $z$ measured from the middle, is cheaper still: its cost $Gq^2+\pi^2/(\varepsilon_bq^2t^2)$ has the minimum $2\pi\sqrt{G/\varepsilon_b}/t$, which falls as $t^{-1}$. A thick enough wide layer therefore forms stripes even when $r<1$; the threshold $r=1$ concerns uniform polarization.

The uniform polarized state can nevertheless resist small stripes. Its stiffness against them is

$$a+3bP^2+Gq^2+K=\frac{2r-3}{\varepsilon_b}+Gq^2+K .$$

For $r\ge3/2$ no term is negative. More generally, the field energy and gradient energy of any small modulation are non-negative, so within this uniaxial model the uniform state is then locally stable. For $1<r<3/2$ the outcome depends on $G$ and $t$.

**The number**

Hyperferroelectrics are materials whose unpolarized state is unstable to a uniform polar distortion even at $D=0$. Narrow-gap hexagonal ABC semiconductors such as LiBeSb have been predicted to belong to this class. The following parameters are illustrative round values, chosen to give $r>1$; they do not describe a particular compound: $\kappa_b=20$, $a=-9.0\times10^9$ m/F, $P_s=10$ µC/cm² and $t=2$ nm. The layer lies between thick, unpolarized insulators without free charge, so $D=0$ in the uniform state.

The background gives $1/\varepsilon_b=5.65\times10^9$ m/F. Hence

$$r=\frac{9.0}{5.65}=1.59,\qquad A=(-9.0+5.65)\times10^9=-3.35\times10^9\ \text{m/F}.$$

The layer polarizes, with

$$P=10\sqrt{1-\frac1{1.594}}=6.1\ \text{µC/cm}^2,\qquad P_{\rm tot}=\frac{6.1}{20}=0.31\ \text{µC/cm}^2 .$$

The soft mode keeps 61% of its zero-field polarization, while the total polarization is twenty times smaller than $P$. The internal field is

$$E=-(0.0610\ \text{C/m}^2)(5.65\times10^9\ \text{m/F})=-3.4\times10^8\ \text{V/m}=-3.4\ \text{MV/cm},$$

and the drop across 2 nm is 0.69 V. Since $r$ exceeds $3/2$, the permittivity is positive, about $127\,\varepsilon_0$. This value is sensitive to the parameters, because $2r-3$ is only 0.19. If only uniform changes are allowed, two states persist up to $D_c=1.4$ µC/cm², equivalent to $8.7\times10^{12}$ elementary charges per cm². In a wide layer, stripes can destroy the state opposing $D$ before this limit is reached.

A layer in the rough regime of hafnia–zirconia behaves differently. With $a=-1.0\times10^9$ m/F and $\kappa_b=10$, one has $1/\varepsilon_b=1.13\times10^{10}$ m/F and $r=0.089$. The uniform layer stays unpolarized at $D=0$, with relative permittivity $10-113=-103$. At the same $a$, it would need $\kappa_b=113$ to reach the threshold.

**How far the number can be trusted**

The field in the first example is large for a narrow-gap semiconductor. For a rough gap of 1 eV, however, an electron crossing the layer gains only 0.69 eV, less than is needed to create an electron–hole pair. The drop reaches the gap at a thickness of 2.9 nm. Quantum confinement widens the effective gap and delays charge transfer beyond this thickness. In sufficiently thick layers, however, charge can pass between the bands and screen the field, and the assumption of no free charge fails.

Thermal carriers matter little at 300 K if the layer is undoped and its Fermi level lies at midgap in the middle of the layer. The nearest band edge at a face is then $\Delta=(1.0-0.69)/2\approx0.16$ eV from the Fermi level. With effective mass $m=0.1\,m_e$, a classical estimate of the sheet density is

$$2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-\Delta/k_BT}\,\frac{k_BT}{e|E|}\approx1.5\times10^7\ \text{cm}^{-2},$$

where the last factor is the distance over which the density decays. That distance is only 0.075 nm, far shorter than the wavelength of a thermal electron, so the classical profile is not realistic. Quantum confinement raises the lowest level and reduces the density, which makes the estimate too high. Even so, it is far below the charge equivalent of $D_c$. Defects and dopants are not included.

The well depth is $A^2/(4b)=3.1$ MJ/m³, with $b=9.0\times10^{11}$ m⁵/(F C²). If a wide layer reverses uniformly, the barrier is this depth times the volume: 3.9 eV, or about $150\,k_BT$ at 300 K, for each 10 nm × 10 nm of area. A patch only a few nanometres wide that reverses alone needs much less: its volume is smaller, and opposite charges then lie side by side and lower the field energy. With the gradient coefficient used below, the continuum model puts the barrier for a patch about 1 nm wide below $k_BT$ at 300 K. Such a patch spans only a few atoms, so this is a rough guide, but the large barrier for uniform reversal does not show that a wide layer stays uniform at room temperature.

Domains are the most serious omission among those sized here. Take a rough $G=10^{-10}$ J m³/C² and, as in the stripe formula, surrounding insulators of permittivity $\varepsilon_b$; a lower permittivity outside would raise the cost of stripes. The cheapest stripe that is uniform through the thickness then has a period of 2.6 nm and a cost $Gq^2+K=0.31/\varepsilon_b$. The stiffness of the uniform state against it is $(0.19+0.31)/\varepsilon_b=0.50/\varepsilon_b$, so that state is locally stable. At $r=1.25$, with $\varepsilon_b$, $G$ and $t$ unchanged, the stiffness would be $-0.19/\varepsilon_b$, and stripes would grow.

Local stability does not make the uniform state the ground state. Averaging $\cos^4qx$ to $3/8$ gives the stripe energy $a_qP_0^2/4+3bP_0^4/32$. Its minimum lies at $P_0^2=-4a_q/(3b)$ and equals $-a_q^2/(6b)=-9.8$ MJ/m³, about three times as deep as the uniform well. A single cosine gives only an upper bound on the domain energy: adding odd harmonics and relaxing the period lowers it to about $-11.9$ MJ/m³ at a period of 3.4 nm, nearly four times the uniform well. The period spans only a few lattice spacings, so the continuum figure is rough, but a wide layer should be expected to prefer domains.

Real layers may also collect charge from electrodes or defects. Full compensation removes the internal field and raises $P$ from 6.1 to 10 µC/cm². The value 6.1 µC/cm² therefore describes a thin, insulating, uncompensated layer that remains in its uniform state, which by the estimates above a wide layer with this $G$ is not expected to do at room temperature. The numerical output lists the inputs and results for both layers.

## Computed results

```
GENERAL RESULTS (reduced units)
threshold |a|*eps_b at D=0, kappa_b=5: 1.0000
threshold |a|*eps_b at D=0, kappa_b=20: 1.0000
series dielectric, eps_d*t_f/(t_d*eps_b)=0.1: threshold 0.9091
series dielectric, eps_d*t_f/(t_d*eps_b)=1.0: threshold 0.5000
series dielectric, eps_d*t_f/(t_d*eps_b)=5.0: threshold 0.1667
r=0.80: P/Ps=0.0000, eps/eps_b=-0.250
r=1.10: P/Ps=0.3015, eps/eps_b=-0.250
r=1.25: P/Ps=0.4472, eps/eps_b=-1.000
r=1.40: P/Ps=0.5345, eps/eps_b=-4.000
r=1.60: P/Ps=0.6124, eps/eps_b=6.000
r=2.00: P/Ps=0.7071, eps/eps_b=2.000
first-order layer, b=-1, c=1: a+1/eps_b limit 0.1875
EXAMPLE, rough hyperferroelectric regime
inputs: kappa_b=20, a=-9.00e+09 m/F, t=2.0 nm
zero-field polarization Ps: 10.0 uC/cm2
quartic coefficient b: 9.00e+11 m^5/(F C^2)
inverse background permittivity: 5.647e+09 m/F
a + 1/eps_b: -3.353e+09 m/F
ratio r: 1.5938
P at D=0: 6.104 uC/cm2 (0.6104 Ps)
total polarization at D=0: 0.3052 uC/cm2
internal field: -3.447 MV/cm
voltage drop across layer: 0.689 V
relative permittivity on polarized branch: 126.7
two states for |D| below: 1.395 uC/cm2
same as sheet charge: 8.71e+12 e/cm2
well depth at D=0: 3.123 MJ/m3
NEGLECTED EFFECTS, same example
inputs: gap=1.0 eV, mass=0.1 m_e, T=300 K
thickness where drop equals gap: 2.90 nm
band edge to Fermi level at face: 0.155 eV
thermal carriers at face: 1.5e+07 per cm2
reversal barrier, 10 nm x 10 nm area: 3.90 eV
reversal barrier over kT: 151
gradient coefficient G: 1.0e-10 J m3/C2
best stripe period: 2.64 nm
stripe depolarizing+gradient cost: 0.309 /eps_b
stripe stiffness of uniform state: 0.496 /eps_b
same stiffness if r=1.25: -0.191 /eps_b
stripe well depth: 9.75 MJ/m3
stripe depth over uniform depth: 3.12
CONTRAST, rough hafnia-zirconia regime
inputs: kappa_b=10, a=-1.0e+09 m/F
inverse background permittivity: 1.129e+10 m/F
ratio r: 0.0885; P/Ps at D=0: 0.0000
relative permittivity at D=0: -102.9
kappa_b needed for r=1: 113
```
